# Why hydroxylation stabilises polar oxide films, and at what coverage

**Question.** A polar oxide film is a stack of oppositely charged planes. Without compensating charge on its faces, its surface energy grows with its thickness. Water that splits on the two faces can remove this divergence. Why does it do so, what coverage is needed, and what part does the chemical potential of water play in setting it?

**Answer.**

## The charge that the stack demands

Take $N$ bilayers of period $c$ and area $A$ per surface cell. Each has an anion plane of charge $-Ze$ and, a distance $d_1$ above it, a cation plane of charge $+Ze$. The distance to the next anion plane is $d_2=c-d_1$. The film is insulating, neutral as a whole and free of any applied field, so there is no field outside it.

When a water molecule splits, its proton goes to the anion face and its hydroxide ion to the cation face. Protons alone would charge the film; the pair leaves it neutral. Let $q$ be the number of such charge pairs per cell. Place $+qe$ in the first anion plane, $z=0$, and $-qe$ where the next anion plane would be, $z=Nc$. The remaining dipoles of the adsorbates belong to their local adsorption energy, which enters below.

By Gauss's law the field is $e(q-Z)/(\varepsilon_0A)$ inside each bilayer and $eq/(\varepsilon_0A)$ between bilayers. Integrating $\varepsilon_0E^2/2$ over the volume of one cell column gives

$$
E_{\rm el}=\frac{e^2N}{2\varepsilon_0A}\left[d_1(q-Z)^2+d_2q^2\right].
$$

The bracket expands to $cq^2-2Zd_1q+Z^2d_1$, because $d_1+d_2=c$. Completing the square,

$$
E_{\rm el}=\frac{e^2N}{2\varepsilon_0A}\left[c(q-q^*)^2+\frac{Z^2d_1d_2}{c}\right],\qquad q^*=\frac{Zd_1}{c}.
$$

The second term is an ordinary bulk energy. The first is the energy of a mean field through the film. It also grows as $N$, but it is an excess over the field-free bulk and so counts as surface energy. This is the divergence, and it vanishes at $q=q^*$.

In rocksalt (111) the planes are equally spaced and $q^*=Z/2$. In ideal tetrahedral stacking $d_1=c/4$ and $q^*=Z/4$. For a divalent oxide these are 1 and 0.5 charges per cell, respectively.

## Why screening does not change the count

Real ions move in the field. Let each cation plane shift by $u$, so that $d_1\to d_1+u$ and $d_2\to d_2-u$. The electrostatic energy per bilayer, in one surface cell, changes by

$$
\frac{e^2u}{2\varepsilon_0A}\left[(q-Z)^2-q^2\right]=\frac{e^2u}{2\varepsilon_0A}(Z^2-2Zq).
$$

The crystal is in equilibrium at zero mean field, so short-range forces cancel this linear term at $q=q^*$. What remains, with a spring constant $K$ defined at fixed charge $q$, is

$$
-\frac{e^2Z(q-q^*)}{\varepsilon_0A}u+\frac{K}{2}u^2 .
$$

The minimum lies at $u=e^2Z(q-q^*)/(\varepsilon_0AK)$ and lowers the energy by $e^4Z^2(q-q^*)^2/(2\varepsilon_0^2A^2K)$. Adding this to the rigid-ion excess gives, again per bilayer,

$$
\frac{e^2c}{2\varepsilon_0\varepsilon_rA}(q-q^*)^2,\qquad \frac1{\varepsilon_r}=1-\frac{e^2Z^2}{\varepsilon_0AcK}.
$$

Screening makes the penalty smaller but leaves its minimum in place, since at $q^*$ there is no mean field to screen. Electronic polarization acts in the same way in linear response, provided the site symmetry allows no local field at the ions when the mean field is zero, as in rocksalt and unstrained zincblende. Below, $\varepsilon_r$ stands for both. For the whole film the excess is

$$
\frac U2(q^*-q)^2,\qquad U=\frac{e^2Nc}{\varepsilon_0\varepsilon_rA}.
$$

## Why formal charges are the right ones

In a partly covalent oxide the charge found around an anion is smaller than $Z$. The count nevertheless keeps the formal charge if the faces are insulating and the bulk has enough symmetry. The charge of an insulating face is set by the bulk polarization, up to whole electrons per repeat unit of the surface structure. An ordered half layer of protons doubles that unit, so it can change the charge by one half per original cell. Inversion symmetry in rocksalt, or the full tetrahedral symmetry of zincblende, allows only discrete values of that polarization. Covalency can be turned on continuously, and while the gap stays open a discrete quantity cannot change. It keeps its ionic value.

A tight-binding slab shows this. Give each anion orbital the energy $-\Delta$, each cation orbital $+\Delta$, and let hopping $h$ connect only the two kinds:

$$
H=\begin{pmatrix}-\Delta&h^\dagger\\h&\Delta\end{pmatrix},\qquad
H^2=\begin{pmatrix}\Delta^2+h^\dagger h&0\\0&\Delta^2+hh^\dagger\end{pmatrix}.
$$

No level lies between $-\Delta$ and $\Delta$, so the number of filled levels stays equal to the number of anion orbitals. A hydrogen orbital at $+\Delta$, bonded to a surface anion, joins the upper group. It adds a core charge $+e$ and no filled level, so each proton adds one charge to the face however covalent its bond.

With $\Delta=1$ and hopping 0.8 in the tetrahedral slab, the static anion charge is $-1.607e$. A quarter of that would suggest a need of 0.40 charges per cell. The face charge, averaged over one period, is instead $-0.5000e$ when bare, zero with protons on half the anions, and $+0.5000e$ with protons on all of them.

Symmetry is essential here. If the hopping between bilayers is reduced to 0.72, all else held fixed, the bare face carries $-0.4843e$. What matters in this nearest-neighbour model is that the four bonds are equal: wurtzite stacking with equal hoppings also gives $-0.5000e$. In real wurtzite no symmetry makes the bond along the axis equal to the other three, so for it $Z/4$ is an estimate and not an identity.

## What the water potential decides

Treat the vapour as an ideal gas of rigid molecules and measure its chemical potential $\mu$ from a molecule at rest at 0 K. One molecule in volume $V$ has the partition function $VZ_{\rm rot}/\lambda^3$, with $\lambda=h_{\rm P}/\sqrt{2\pi mk_BT}$, where $m$ is the molecular mass and $h_{\rm P}$ Planck's constant. The volume per molecule is $k_BT/p$, hence

$$
\mu=-k_BT\ln\left(\frac{k_BT}{p\lambda^3}Z_{\rm rot}\right),\qquad
Z_{\rm rot}=\frac{\sqrt\pi}{2}\sqrt{\frac{(k_BT)^3}{B_1B_2B_3}} .
$$

Here $B_i=\hbar^2/(2I_i)$ for the three moments of inertia. The factor $1/2$ removes the double counting of orientations that differ by exchange of the two hydrogens.

Water competes with dry ways of supplying the same charge. Electrons may move from the valence band at the anion face to the conduction band at the cation face, at the cost of the gap for the first charges; the cost rises as the bands fill and is lower if the faces have states inside the gap. Or an anion may leave the anion face and a cation the cation face, which supplies $Z$ charges for one vacancy pair. Let $\kappa$ be the lowest dry cost per charge at zero mean field, and $y\ge0$ the dry charge per cell.

Let $\theta$ be the coverage of protons on the anion face and of hydroxide on the cation face, with one site per cell on each. Splitting one more molecule at zero mean field costs $w+J(\theta-q^*)$. Thus $w$ is the cost at the required coverage, and $J$ describes repulsion between adsorbates, including that of their dipoles. Integrating this cost from zero to $\theta$ gives the free energy per cell,

$$
G=\frac U2(q^*-\theta-y)^2+(w-\mu)\theta+J\left(\frac{\theta^2}{2}-q^*\theta\right)+\kappa y-2k_BTs(\theta),
$$

with the mean-field mixing entropy $s=-\theta\ln\theta-(1-\theta)\ln(1-\theta)$ of each face, in units of $k_B$. The dry defects are given no mixing entropy and no mutual repulsion, so $\kappa$ is taken as independent of $y$.

Define $\phi=U(q^*-\theta-y)$, which is $e$ times the voltage across the film. Since $ds/d\theta=-\ln[\theta/(1-\theta)]$, the condition $\partial G/\partial\theta=0$ reads

$$
w+J(\theta-q^*)+2k_BT\ln\frac{\theta}{1-\theta}-\mu=\phi .
$$

The derivative with respect to $y$ is $\kappa-\phi$. If $\phi<\kappa$, dry charge raises the energy and $y=0$. If $y>0$, the derivative must vanish and $\phi=\kappa$.

**Wet regime.** With $y=0$ and $q^*=1/2$, put $\theta=1/2+\delta$. To first order $\ln[\theta/(1-\theta)]=4\delta$, so $w-\mu+(J+8k_BT)\delta=-U\delta$ and

$$
\delta=\frac{\mu-w}{U+J+8k_BT}.
$$

Because $U$ is proportional to $N$ and outweighs the other two terms in a thick film, the water potential shifts the coverage there by an amount that falls as $1/N$. In this regime the electrostatics sets the coverage, while $\mu$ sets the small voltage that remains. The pinned quantity is the net ionic charge. Water that adsorbs as whole molecules, or splits with both parts on one face, adds no net charge and is not limited by this argument.

**Mixed regime.** In a thick film $\theta$ stays near $q^*$ until $\phi$ reaches $\kappa$. For $q^*=1/2$ the logarithm is then zero, and the loss of hydroxyl begins at

$$
\mu_c=w-\kappa .
$$

This is the thick-film limit. At finite $U$ dry charge appears only when $\theta$ has fallen to $q^*-\kappa/U$, which lowers the onset by about $(J+8k_BT)\kappa/U$. Beyond that point the coverage follows from the stationary condition with $\phi=\kappa$, and $y=q^*-\theta-\kappa/U$. Repulsion and entropy make the loss gradual.

This onset rests on the single coverage $\theta$, which makes both faces lose water together. With vacancies as the dry route each face can lose it alone at fixed charge: two protons and a surface anion leave as water and an anion vacancy, or two hydroxide ions give up water and their remaining oxygen takes a surface cation into the bulk. Each face then has its own threshold, and $w-\kappa$ is only the mean of the two. The loss begins at the higher one. For the film below, thresholds 0.2 eV above and below $w-\kappa$ would start the loss on one face about 75 K earlier at 10 Torr, while the other face keeps its half layer until its own threshold is reached.

**The full layer, $q^*=1$.** Here the entropy matters differently, because the logarithm diverges at $\theta=1$. Neglecting $J(\theta-1)$ and setting $\phi=\kappa$ gives the fraction of empty sites

$$
1-\theta\approx\exp\left[-\frac{\mu-(w-\kappa)}{2k_BT}\right],
$$

valid while $1-\theta\ll1$ and $J(1-\theta)\ll2k_BT$. Dry charge appears when $y=1-\theta-\kappa/U$ is positive, so its onset lies at $\mu\approx w-\kappa+2k_BT\ln(U/\kappa)$. In a thick film this is well above $w-\kappa$, and it rises with thickness, because fewer empty sites are then enough to bring the voltage to its limit.

## The number for a 26 nm film

Take a divalent oxide in ideal tetrahedral stacking with $c=0.26$ nm, $A=0.09$ nm², $\varepsilon_r=8$ and $N=100$. The lengths are rounded (the ideal geometry with this area has $c=0.263$ nm), and $d_1/c=1/4$ is imposed. The energies are $w=-1.0$ eV, $J=1.0$ eV, a gap of 3.4 eV and 2.0 eV per vacancy pair. A vacancy pair supplies two charges, so $\kappa=\min(3.4,\,2.0/2)=1.0$ eV. The vapour molecule has bonds of 0.096 nm and an angle of 104.5°.

The required coverage is $q^*=2/4=0.5$ per cell. This is $0.5/0.09=5.56$ protons per nm² on one face and as many hydroxide ions on the other, or 89 µC/cm².

The charging energy is $U=653$ eV. Without compensation the voltage would formally be $653\times0.5\approx327$ V, a field of 126 MV/cm. Such a film cannot exist in the linear regime: dry compensation sets in once the drop reaches 1.0 V.

At 300 K and 10 Torr, $\mu=-0.596$ eV. The shift is

$$
\delta=\frac{-0.596+1.0}{653.4+1.0+0.2}=0.0006,
$$

so $\theta=0.5006$. The voltage is $-0.40$ V; its sign is opposite to that of the bare film, because water is cheap enough to overshoot slightly. A film of four bilayers has a $U$ 25 times smaller, and its coverage is 0.515. Its field, 0.39 V over 1.04 nm or 3.7 MV/cm, exceeds the rough breakdown field quoted below, so this value only illustrates the formula.

Lowering the pressure from 10 to $10^{-9}$ Torr at 300 K moves the coverage of the 26 nm film only from 0.5006 to 0.4997. With $U$ set to zero and everything else fixed, the same change moves it from 0.82 to 0.34. These two values are mean-field estimates, since the repulsion is large against $k_BT$ at 300 K, but the contrast is plain: in this model the pinning is electrostatic.

Hydroxyl loss begins at $\mu_c=-1.0-1.0=-2.0$ eV. This is reached at about 850 K in 10 Torr of water and at about 480 K in $10^{-9}$ Torr. At 900 K and 10 Torr, where $\mu=-2.127$ eV, the coverage is 0.422. The stationary condition confirms it:

$$
-1.0-0.078-0.049+2.127=1.00\ \text{eV}=\kappa .
$$

The dry charge is $0.5-0.4216-1.0/653.4=0.077$ per cell. At 1000 K the coverage has fallen to 0.27.

The stabilization at 300 K and 10 Torr follows from $G$. The dry film costs about $\kappa q^*=0.50$ eV per cell. For the wet film the splitting term is $-0.404\times0.5=-0.202$ eV, the repulsion term $-0.125$ eV (negative because $w$ already contains the repulsion at $\theta=q^*$) and the entropy term $-0.036$ eV, together $-0.363$ eV. The gain is 0.86 eV per cell, or 1.54 J/m² for both faces together. The entropy term is 4% of the gain. Full ordering of the adsorbates would give it up but would also lower the repulsion. For nearest-neighbour repulsion on a triangular face the pair energy is $J/12$, and alternating rows lower the energy from $3/4$ to $1/2$ of it per site, or 0.042 eV for both faces. For rows the two changes nearly cancel. A half-filled triangular lattice with this repulsion is frustrated, however, and need not form rows: its exact solution at 300 K has an energy of 0.53 of the pair energy per site and keeps an entropy of $0.46k_B$, which lowers $G$ by 0.025 eV for both faces, about 3% of the gain.

## How far this carries over to a real oxide

The lattice dimensions, permittivity and gap are rough values typical of zinc oxide. The energies $w$ and $J$ and the vacancy cost are round choices, so the onset temperatures are results of the model and not predictions for that material. Raising $w$ by 0.1 eV lowers the onset by 37 K at 10 Torr and by 22 K at $10^{-9}$ Torr; lowering $\kappa$ by 0.1 eV does the same, since only $w-\kappa$ enters in the thick limit. Vibrations of the vapour molecule change $\mu$ by about $-5$ meV at the 10 Torr onset, which is worth some 2 K. Vibrations of the adsorbed hydrogen and hydroxyl matter more. They are left out here because $w$ is held constant, but soft modes can lower it by some tenths of an eV at 850 K. A lowering by 0.2 eV would raise the 10 Torr onset by roughly 75 K.

The mixing entropy of the vacancies acts the other way and removes the sharp onset. With a vacancy fraction $x=y/2$ on each face, the term $-2k_BTs(x)$ turns the condition $\phi=\kappa$ into $\phi=\kappa+k_BT\ln[x/(1-x)]$. At $\mu=w-\kappa$ and 853 K the solution is $\theta=0.375$ and $x=0.062$: the repulsion and entropy terms of the coverage condition give $-0.125-0.075=-0.200$ eV, equal to $k_BT\ln[x/(1-x)]$. Keeping $\theta$ at 0.49 requires $x\approx0.0045$, that is, $\mu$ about $5k_BT$ above $w-\kappa$, which means about 730 K at 10 Torr and about 440 K at $10^{-9}$ Torr. Forbidding an adsorbate on a vacant site, which this estimate allows, raises the first figure by about 15 K. The same entropy lowers the coverage at 10 Torr to about 0.3 at 900 K and 0.2 at 1000 K. At 300 K it lowers the cost of the dry film to 0.47 eV and the gain to 0.83 eV per cell.

The assumption that wurtzite breaks most directly is tetrahedral symmetry. A spontaneous polarization of roughly 5 µC/cm² shifts the required coverage by about 0.03, or 6% of its value. Doping of $10^{18}$ cm⁻³ can supply at most 0.0023 charges per cell in this film. That is below half a per cent of the need, yet more than the shift of 0.0006 caused by the water potential, so the third and fourth decimals of the coverage have meaning only within the undoped model. The residual field at 300 K and 10 Torr is 0.16 MV/cm, well below a rough breakdown field of 3 MV/cm.

As a rule for design, a thick, insulating, tetrahedrally stacked divalent oxide should carry a net adsorbed charge close to half a layer, protons on one face and hydroxide on the other, while $\mu$ lies inside the window $w-\kappa<\mu<w+\kappa'$ and several $k_BT$ away from its edges. Here $\kappa'$ is the lowest dry cost per charge of the opposite sign, which would compensate an overshoot of water; the model above leaves this process out by taking $y\ge0$. The lower edge $w-\kappa$ holds only if both faces lose water at the same $\mu$; the two faces of a real oxide differ, and the edge is then the higher of their two thresholds, which lies above $w-\kappa$. Condensation also limits $\mu$ from above, to about $-0.57$ eV at 300 K, so with $w=-1.0$ eV the upper edge can be reached only if $\kappa'$ is below about 0.4 eV. The example of 10 Torr at 300 K is already at 38% relative humidity, and adsorbed molecular water is not part of the model. The rule presumes that both faces meet the vapour; a film with one face buried on a substrate is not covered by this model. It also presumes equilibrium. If water cannot reach the surface, split or leave in the time available, the film may keep a dry or a hydroxylated state outside its range of stability. The remaining values are in the numerical output below.

## Computed values

```
Input: Z = 2, d1/c = 0.25, c = 0.26 nm, A = 0.09 nm2, eps_r = 8.0
Input: w = -1.0 eV, J = 1.0 eV, gap = 3.4 eV, vacancy pair = 2.0 eV
Cheapest dry cost kappa = 1.00 eV per charge
Film: 100 bilayers, thickness 26.0 nm
Required coverage, tetrahedral q* = 0.500 per cell
Required coverage, rocksalt (111) Z/2 = 1.000 per cell
Required charge density = 89.0 uC/cm2
Required OH density = 5.56 per nm2
Charging energy U = 653.4 eV
Bare film, formal voltage = 326.7 V
Bare film, formal field = 125.7 MV/cm
Tight-binding slabs (on-site energies -1, +1):
 tetrahedral, hopping 0.8: static anion charge -1.607 e
  H coverage 0: face charge -0.5000 e per cell
  H coverage 0.5: face charge +0.0000 e per cell
  H coverage 1: face charge +0.5000 e per cell
 rocksalt, hopping 0.3: static anion charge -1.848 e
  H coverage 0: face charge -1.0000 e per cell
  H coverage 1: face charge +0.0000 e per cell
 tetrahedral, interlayer hopping 0.72: bare -0.4843 e per cell
Film coverage: T (K), p (Torr), mu (eV), theta, dry charge y, drop (V)
   300   1e+01  -0.596 0.5006 0.0000 -0.404
   600   1e+01  -1.334 0.4995 0.0000 +0.334
   900   1e+01  -2.127 0.4216 0.0769 +1.000
  1000   1e+01  -2.400 0.2707 0.2278 +1.000
   300   1e-09  -1.191 0.4997 0.0000 +0.190
   450   1e-09  -1.849 0.4987 0.0000 +0.847
   600   1e-09  -2.525 0.1524 0.3460 +1.000
Four bilayers, 300 K, 10 Torr: theta = 0.5148, first order 0.5148
300 K, 1e-9 to 10 Torr, with U: theta 0.4997 to 0.5006
Same with U = 0: theta 0.343 to 0.824
Onset of hydroxyl loss: mu = w - kappa = -2.00 eV
 at 10 Torr: 853 K; at 1e-9 Torr: 484 K
Gain over dry film, 300 K, 10 Torr = 0.862 eV per cell
 = 1.54 J/m2, both faces together
Neglected effects (rough inputs named in each line):
 spontaneous polarization 5 uC/cm2: coverage shift 0.028
 doping 1e18 cm-3: at most 2.3e-03 charges per cell
 residual field 0.155 MV/cm; breakdown about 3 MV/cm
 vapour vibration 0.2 eV at 10 Torr onset: -5.0 meV
 w higher by 0.1 eV: onset moves -37 K (10 Torr), -22 K (1e-9 Torr)
 full ordering at 300 K: costs 0.036 eV per cell
```
